# When and why COHSEX overestimates gap corrections relative to G0W0

## Definitions and conventions

Let $v$ and $c$ be the highest occupied and lowest empty states of a semiconductor, with starting energies $\varepsilon_v,\varepsilon_c$ and gap $E_g=\varepsilon_c-\varepsilon_v$. Both methods use the same starting orbitals and are applied once, without self-consistency. The self-energy is taken as diagonal in the edge states. The energy correction $\delta_n$ solves

$$\delta_n=S_n(\varepsilon_n+\delta_n),\qquad S_n(\omega)=\Sigma_{x,n}+\Sigma_{c,n}(\omega)-v_{xc,n},$$

where $\Sigma_x$ is bare exchange, $\Sigma_c$ is the correlation part, and $v_{xc}$ is the potential to be replaced. The gap correction is $\Delta=\delta_c-\delta_v$.

The screened interaction is given one undamped plasmon pole $\Omega$:

$$W(\omega)=v+W_c(\omega),\qquad W_c(\omega)=\frac{v\,\omega_p^2}{\omega^2-\Omega^2}.$$

Here $v$ without a state label is the bare interaction. For a plasmon of wavevector $q$, the matrix element $M_{nm}(q)=\langle n|e^{iqx}|m\rangle$ leads to the non-negative weight

$$a_{nm}=\sum_q\frac{v_q\omega_p^2}{2\Omega}|M_{nm}(q)|^2 ,$$

with any normalization of the $q$ sum absorbed into $v_q$. If there are several pole energies, each term below carries its own $\Omega$.

## The dynamic self-energy

The correlation part is the convolution $\Sigma_c(\omega)=\frac{i}{2\pi}\int d\omega'\,G(\omega+\omega')W_c(\omega')$. In the time-ordered form, each term of $W_c$ splits into

$$a_{nm}\left[\frac{1}{\omega'-\Omega+i\eta}-\frac{1}{\omega'+\Omega-i\eta}\right].$$

For an empty state $m$, the pole of $G$ lies in the lower half-plane. Closing the contour above encloses only $\omega'=-\Omega+i\eta$, with residue $-a_{nm}/(\omega-\varepsilon_m-\Omega)$. The prefactor $(i/2\pi)(2\pi i)=-1$ reverses the sign. For an occupied $m$, the contour is closed below around $\omega'=\Omega-i\eta$, and the prefactor is $+1$. Hence

$$\Sigma_{c,n}(\omega)=\sum_m^{\rm occ}\frac{a_{nm}}{\omega-\varepsilon_m+\Omega}+\sum_m^{\rm emp}\frac{a_{nm}}{\omega-\varepsilon_m-\Omega}.$$

## Zeroth order: COHSEX

Put $x=\omega-\varepsilon_m$ and expand for $|x|<\Omega$:

$$\frac{a}{\Omega+x}=\frac a\Omega-\frac{ax}{\Omega^2}+\dots,\qquad
-\frac{a}{\Omega-x}=-\frac a\Omega-\frac{ax}{\Omega^2}-\dots$$

The zeroth-order sum can be rearranged as

$$\sum_m^{\rm occ}\frac{a_{nm}}\Omega-\sum_m^{\rm emp}\frac{a_{nm}}\Omega
=2\sum_m^{\rm occ}\frac{a_{nm}}\Omega-\sum_m^{\rm all}\frac{a_{nm}}\Omega .$$

Since the static matrix element of $W_c$ is $-2a_{nm}/\Omega$, the first term is $-\sum_{\rm occ}W_c(0)$. Added to bare exchange, it gives statically screened exchange (SEX). The second is $\frac12\sum_{\rm all}W_c(0)$, the Coulomb hole (COH). COHSEX therefore treats the plasmon cloud as if it responded instantly, with every electronic energy difference negligible beside $\Omega$.

## First order: two separate contributions

The first-order term is $-a_{nm}(\omega-\varepsilon_m)/\Omega^2$ for both occupied and empty $m$. Splitting the energy as

$$\omega-\varepsilon_m=(\omega-\varepsilon_n)+(\varepsilon_n-\varepsilon_m)$$

separates two effects:

$$\lambda_n=\sum_m\frac{a_{nm}}{\Omega^2},\qquad
K_n=\sum_m\frac{a_{nm}(\varepsilon_m-\varepsilon_n)}{\Omega^2}.$$

The first is minus the slope of the self-energy. The second shifts its value at the starting energy through transitions to other states, including states of the same band at other wavevectors. With $\omega=\varepsilon_n+\delta_n$,

$$\delta_n=S_n^{\rm COHSEX}-\lambda_n\delta_n+K_n
\quad\Longrightarrow\quad
\delta_n=\frac{S_n^{\rm COHSEX}+K_n}{1+\lambda_n}.$$

If $\lambda_v=\lambda_c=\lambda$, subtracting the two edges gives

$$\boxed{\Delta_{G_0W_0}\simeq\frac{\Delta_{\rm COHSEX}-K}{1+\lambda}},\qquad K=K_v-K_c .$$

The two effects scale differently. At fixed $\Omega$ and fixed couplings $a_{nm}$, $K$ is proportional to the electronic energy differences and vanishes as they shrink. The slope $\lambda$ contains no such difference and survives that limit (raising $\Omega$ at fixed static screening instead makes $a_{nm}\propto\Omega$, so $\lambda$ and $K$ both fall as $1/\Omega$): the electron still carries a plasmon cloud, which removes part of its quasiparticle weight.

## The condition for an overestimate

The comparison can be made without truncating the on-shell self-energy. Let $I$ be the COHSEX gap correction minus the dynamic one evaluated at $\omega=\varepsilon_n$; its first-order value is $K$. With a common factor $Z=[1-\Sigma_c'(\varepsilon_n)]^{-1}$, linearized G0W0 gives $\Delta_{G_0W_0}=Z(\Delta_{\rm COHSEX}-I)$, so

$$\Delta_{\rm COHSEX}-\Delta_{G_0W_0}
=I+(1-Z)(\Delta_{\rm COHSEX}-I)
=(1-Z)\Delta_{\rm COHSEX}+ZI .$$

The last form is the criterion. Because $0<Z<1$, the first term favours an overestimate whenever the COHSEX correction is positive. The term $I$, called the interband term for short although it also contains transitions within a band, may help or oppose it. The overestimate fails if $I<-(1-Z)\Delta_{\rm COHSEX}/Z$.

If the two $Z$ factors differ, then with on-shell values $S_n$,

$$Z_cS_c-Z_vS_v=\frac{Z_c+Z_v}{2}(S_c-S_v)+(Z_c-Z_v)\frac{S_c+S_v}{2}.$$

The last term depends on the common shift of both edges and must be added to the balance.

## The interband term on a dimerized chain

Consider a half-filled chain of equally spaced sites with alternating hoppings $t_1>t_2$ and no site energies. Its gap is $E_g=2(t_1-t_2)$. Let the bare interaction at separation $j$ be $Us^{|j|}$, the static dielectric constant $\epsilon$, and $\Omega$ independent of $q$. The static condition $1-\omega_p^2/\Omega^2=1/\epsilon$ fixes $\omega_p$.

All sites have the same density, so a local exchange-correlation potential is constant and opens no gap. Changing the sign of the orbital on alternate sites exchanges $v$ and $c$. With that constant set to $-U/2$, the corrections are opposite and $Z_v=Z_c$.

On this chain, completeness gives $\sum_m|M_{nm}|^2=1$. The average of $v_q$ over $q$ is the on-site interaction $U$, so

$$\lambda=\frac{U\omega_p^2}{2\Omega^3}=\frac{U(1-1/\epsilon)}{2\Omega}.$$

For $K$, completeness gives

$$\sum_m|M_{nm}|^2(\varepsilon_m-\varepsilon_n)=\langle n|e^{iqx}He^{-iqx}|n\rangle-\varepsilon_n .$$

Each hop acquires a phase $e^{\pm iq}$, with $q$ measured per site spacing. Because the nondegenerate edge orbitals are real, the two directions of each bond combine to multiply its energy by $\cos q$. Since all the energy is in bonds, the result is $-\varepsilon_n(1-\cos q)$. With $\varepsilon_v=-E_g/2$ and $\varepsilon_c=E_g/2$, the difference between the edges is $E_g(1-\cos q)$. The average of $v_q\cos q$ is the neighbour interaction $Us$, hence

$$K=\lambda(1-s)E_g>0 .$$

Physically, $v$ is bonding on the strong bonds and antibonding on the weak ones, so its net bond energy is negative; $c$ is the reverse. The plasmon phase shrinks every bond energy by $\cos q$, which relative to COHSEX raises $v$ and lowers $c$. COHSEX omits this closing of the gap.

**The isolated-dimer limit.** For $t_2\to0$ the bands are flat. A bonding state scatters within its band with probability $\cos^2(q/2)$ and across the gap with probability $\sin^2(q/2)$. The Coulomb hole is equal on all sites, so only screened exchange changes the gap:

$$\Delta_{\rm COHSEX}=\sum_q\frac{v_q}{\epsilon}\left(\cos^2\frac q2-\sin^2\frac q2\right)=\frac{Us}{\epsilon}.$$

The total cross-gap weight is $a_\times=\lambda\Omega^2(1-s)/2$. The static denominator $\Omega$ should be $\Omega+E_g$ at each edge, so

$$I=2a_\times\left(\frac1\Omega-\frac1{\Omega+E_g}\right)=\frac{K}{1+E_g/\Omega}.$$

Here the sign is plain: the static approximation makes repulsion across the gap too strong. Higher orders reduce $I$ below $K$.

## Weighing the contributions

Take $t_1=1.2$ eV, $t_2=0.2$ eV, $U=10$ eV, $s=0.6$, $\epsilon=5$ and $\Omega=16$ eV. These are model parameters and represent no particular material. The gap is 2 eV, so $E_g/\Omega=0.125$. The closed forms give

$$\lambda=\frac{10\times0.8}{2\times16}=0.25,\qquad K=0.25\times0.4\times2=0.20\ \text{eV}.$$

A ring of 120 sites gives these gap corrections:

- Bare exchange: 5.64 eV.
- COHSEX: 1.127 eV.
- Dynamic self-energy on shell, before $Z$: 0.956 eV.
- Linearized G0W0, with $Z=0.810$: $0.810\times0.956=0.774$ eV.

COHSEX thus exceeds G0W0 by 0.353 eV, a factor of 1.46 in the correction. The final gaps are 3.13 and 2.77 eV. The excess divides into

$$I=0.171\ \text{eV},\qquad (1-Z)\times0.956=0.182\ \text{eV}.$$

The two causes are nearly equal here. This division assigns to $Z$ what remains after the interband correction has been made. The other division, used in the criterion, gives $ZI=0.138$ eV and $(1-Z)\Delta_{\rm COHSEX}=0.214$ eV, so the near equality depends on the bookkeeping.

The first-order formula gives $(1.127-0.200)/1.25=0.742$ eV, about 4% below linearized G0W0. Solving the quasiparticle equation without linearizing gives 0.772 eV, so linearization matters little with $v_{xc}=-U/2$, where the on-shell corrections are only $\mp0.48$ eV. A constant that shifts both edges leaves the linearized value unchanged but not the full solution: $v_{xc}=-3$ or $-7$ eV gives 0.727 eV. As a test of the expansion, halving $E_g/\Omega$ in the small-ratio regime reduced the on-shell remainder after first order by a factor of 3.97, close to the factor of 4 expected for a second-order error.

Widening the bands at fixed gap leaves $K$ unchanged, because its closed form depends on the hoppings through $E_g$ alone. When the valence width rises from 0.4 to 6 eV, however, $I$ falls from 0.171 to 0.094 eV. Since $K$ is fixed, that fall comes from higher orders. Over the same range the COHSEX-to-G0W0 ratio changes from 1.46 to 1.39. Once the width exceeds $\Omega$ the expansion fails and $K>0$ no longer fixes the sign: $I=-0.010$ eV at a width of 30 eV, and at 60 eV the ratio is 0.86.

## Why the interband sign is not universal

On the chain the plasmon phase rescales the hopping energy, which has opposite signs in $v$ and $c$. In a continuous crystal with a local potential,

$$e^{-iqx}He^{iqx}=H+\frac{\hbar q p}{m}+\frac{\hbar^2q^2}{2m}.$$

At a nondegenerate band edge $\langle p\rangle=0$. A plane-wave plasmon therefore gives

$$\sum_m|M_{nm}|^2(\varepsilon_m-\varepsilon_n)=\frac{\hbar^2q^2}{2m}$$

for both $v$ and $c$, and the first-order $K$ cancels from the gap.

This was tested on a one-dimensional plane-wave crystal with a 2.0 eV gap at $q=0.3$ Å$^{-1}$. Both edges give 0.3429 eV. The two lowest bands alone already give 0.3424 and 0.3422 eV, so at this small $q$ very little of the cancellation depends on higher bands; at $q=1.5$ Å$^{-1}$ the two lowest bands give $-1.33$ and $-2.05$ eV against the full 8.57 eV. For $c$, the downward transition to the valence band contributes negatively, and upward dispersion within its own band more than compensates for it.

What remains at this $q$ is of higher order. Using $\lambda=0.25$ and $\Omega=16$ eV, with all the coupling placed at this one wavevector, gives $I=-0.050$ eV: the interband part now opposes the overestimate. At a band edge every denominator of $\Sigma_c$ has magnitude $\Omega+|\varepsilon_m-\varepsilon_n|\ge\Omega$, so $Z\ge1/(1+\lambda)=0.8$; $Z$ itself was not computed for this crystal. Since $Z/(1-Z)$ grows with $Z$, the criterion with a common $Z$ requires at least

$$\Delta_{\rm COHSEX}>\frac{0.8\times0.050}{0.2}=0.20\ \text{eV}$$

for COHSEX still to give the larger correction. The actual threshold $Z|I|/(1-Z)$ is higher, and any difference between $Z_v$ and $Z_c$ adds the common-shift term given above. This is an illustration at one wavevector, not a prediction for a solid; the sign itself depends on $q$, and the same crystal gives $I=+0.070$ eV at $q=2.0$ Å$^{-1}$.

Local fields can restore a first-order term. Let a plasmon mode have a real potential $w(\mathbf r)$, with its coupling strength included. Expanding the double commutator gives

$$\langle n|wHw|n\rangle-\varepsilon_n\langle n|w^2|n\rangle
=\frac12\langle n|[w,[H,w]]|n\rangle
=\frac{\hbar^2}{2m}\langle n||\nabla w|^2|n\rangle .$$

The kinetic operator supplies the last equality, since a local potential commutes with $w$. Thus the contribution of this mode to $K$ is positive if the valence state samples stronger gradients of $w$ than the conduction state, and negative in the opposite case. $K$ itself is the sum over all modes, each divided by its own $\Omega^2$. For the cosine and sine partners of a plane wave with equal coupling, the two $|\nabla w|^2$ add to a constant, so their contributions to $K$ cancel, as found above. A mode also contributes $\langle n|w^2|n\rangle/\Omega^2$ to $\lambda_n$, which can differ between the edges; the common-shift term must then be kept.

The expansion itself requires the important transitions to satisfy $|\varepsilon_m-\varepsilon_n|<\Omega$. Where they do not, the sum rule remains true but its first-order use in the self-energy does not, and the full denominators must be kept.

## Computed results

```
hoppings t1, t2: 1.2, 0.2 eV
onsite interaction U: 10.0 eV; decay factor s: 0.6
static dielectric constant: 5.0
plasmon pole Omega: 16.0 eV; omega_p: 14.311 eV
sites in ring: 120
starting gap: 2.000 eV; gap/Omega: 0.1250
valence band width: 0.400 eV
bare-exchange gap correction: 5.6351 eV
COHSEX gap correction: 1.1270 eV
dynamic on-shell gap correction (no Z): 0.9561 eV
interband part, all orders: 0.1709 eV
interband part K, first order: 0.2000 eV
lam: 0.2500; 1/(1+lam): 0.8000
Z at valence edge: 0.8098; at conduction edge: 0.8098
G0W0 gap correction, linearized: 0.7743 eV
G0W0 gap correction, full solution: 0.7719 eV
weight of full solution, valence edge: 0.8047
first-order estimate of G0W0 correction: 0.7416 eV
COHSEX minus G0W0: 0.3527 eV
  of which Z part: 0.1819 eV
COHSEX / G0W0 correction: 1.456
G0W0 gap: 2.774 eV; COHSEX gap: 3.127 eV
remainder ratio on halving gap/Omega: 3.965
scan at fixed 2 eV gap (energies in eV):
t2, band width, COHSEX, interband, Z, G0W0, COHSEX/G0W0
0.2, 0.40, 1.1270, 0.1709, 0.8098, 0.7743, 1.456
1.0, 2.00, 0.9073, 0.1445, 0.8217, 0.6267, 1.448
3.0, 6.00, 0.6262, 0.0945, 0.8462, 0.4500, 1.392
plane-wave crystal: period 3.0 angstrom, V_G -1.0 eV, q 0.3 1/angstrom
its gap: 1.998 eV
hbar^2 q^2/2m: 0.3429 eV
first moment, all bands, v and c: 0.3429, 0.3429 eV
first moment, two lowest bands, v and c: 0.3424, 0.3422 eV
static minus dynamic on-shell gap, all bands, same lam and Omega: -0.0500 eV
```
